# The hyperdynamics boost factor as a biased-ensemble average, part 2

Rare hops of an adatom are hastened by adding a bias $\Delta V\ge0$ to its potential $V$ (hyperdynamics). Transition-state theory (TST) equates the rate through exit $j$ of a state $A$ with the outward equilibrium flux through its dividing surface $S_j$: $k_j$ without bias, $k_{b,j}$ with it. With $\beta=1/(k_BT)$, averages $\langle\cdot\rangle_A$ and $\langle\cdot\rangle_b$ over $A$ have weights $e^{-\beta V}$ and $e^{-\beta(V+\Delta V)}$, with integrals $Z_A$ and $Z_b$. If

$$
\Delta V(q)=0\quad\text{for every } q \text{ on every } S_j, \tag{2}
$$

all exits share the boost $B=k_{b,j}/k_j=\langle e^{\beta\Delta V}\rangle_b=Z_A/Z_b$. With $P_0$ the unbiased probability of the bias-free part of $A$,

$$
B\le\frac{1}{P_0}. \tag{6}
$$

Hypertime is the time integral of $w=e^{\beta\Delta V}$, close to $Bt$ in a long stay. Its relative scatter is $\sqrt{2\tau_w(R-1)/t}$, with $\tau_w$ the correlation time of $w$ and

$$
R\equiv\frac{\langle w^2\rangle_b}{B^2}=\langle e^{\beta\Delta V}\rangle_A\,\langle e^{-\beta\Delta V}\rangle_A . \tag{8}
$$

If (2) fails, the inferred rate is

$$
\frac{k_{b,j}}{B}=\frac{c}{Z_b}\int_{S_j}e^{-\beta(V+\Delta V)}d\sigma\;\frac{Z_b}{Z_A}
=k_j\,\langle e^{-\beta\Delta V}\rangle_{S_j}, \tag{10}
$$

with $c=\sqrt{k_BT/(2\pi)}$ in mass-weighted coordinates and the last average weighted by $e^{-\beta V}$. Dynamical corrections multiply the TST rates by $\kappa$ (unbiased) and $\kappa_b$ (biased).

The example is one adatom, $m=102.9$ u, at 400 K ($k_BT=0.03447$ eV) on the rigid surface

$$
V(x,y)=\frac{E_x}{2}\Big(1-\cos\frac{2\pi x}{a}\Big)+\frac{E_y}{2}\Big(1-\cos\frac{2\pi y}{b}\Big),
$$

with $E_x=0.60$ eV, $E_y=0.65$ eV, $a=0.27$ nm, $b=0.38$ nm. The edges of the cell $|x|<a/2$, $|y|<b/2$ are the dividing surfaces. With $u=V_c-V$, the bias is $\Delta V=u^2/(\alpha+u)$ for $u>0$, otherwise zero; $V_c=0.55$ eV (the cap), $\alpha=0.15$ eV. Its maximum, at the well bottom, is $\Delta V_{\max}=0.432$ eV. It multiplies the force by $\alpha^2/(\alpha+u)^2$. The unbiased rate through both $x$ edges is

$$
k_x=2\sqrt{\frac{k_BT}{2\pi m}}\;\frac{e^{-\beta E_x}}{a\,e^{-\beta E_x/2}I_0(\beta E_x/2)} ,
$$

with $I_0$ the modified Bessel function. For a high barrier, $I_0(z)\simeq e^z/\sqrt{2\pi z}$ with $z=\beta E_x/2$, so that

$$
k_x\simeq\frac{2}{a}\sqrt{\frac{k_BT}{2\pi m}}\sqrt{\pi\beta E_x}\;e^{-\beta E_x}
=2\nu_x e^{-\beta E_x},\qquad \nu_x=\frac1a\sqrt{\frac{E_x}{2m}} .
$$

Here $\nu_x$ is the harmonic frequency at the bottom of the well, because the curvature there is $(E_x/2)(2\pi/a)^2=m(2\pi\nu_x)^2$. Its value is 1.964 THz. With $\beta E_x=17.41$, the harmonic estimate is $2\times1.964\times10^{12}\times2.76\times10^{-8}\approx1.08\times10^5$ per second, or 0.108 per microsecond. The Bessel formula gives 0.1066 per microsecond. For the two $y$ exits together the rate is 0.0185 per microsecond, so the mean residence time is $1/(0.1066+0.0185)=7.99$ µs.

On the biased surface, numerical integration gives 2.937 and 0.510 exits per nanosecond through the $x$ and $y$ edges. The mean residence time is 290 ps, or 29,000 steps of 10 fs in place of $8\times10^8$. The ratio of biased to unbiased rates is $2.75\times10^4$ for both exits, as is the biased average of $e^{\beta\Delta V}$. Doubling the number of grid points in each direction changes the boost by about two parts in $10^9$.

The ceiling $e^{\beta\Delta V_{\max}}$ is $2.78\times10^5$, ten times larger than the boost. This factor has a direct meaning. Since $B=Z_A/Z_b$,

$$
\frac{e^{\beta\Delta V_{\max}}}{B}=\frac{Z_b\,e^{\beta\Delta V_{\max}}}{Z_A}.
$$

The lowest value of $V$ is zero and that of $V+\Delta V$ is $\Delta V_{\max}$. The right-hand side therefore compares the two partition integrals with each energy counted from its own minimum. The flattened well offers ten times the effective area, and this takes back part of the boost. In free energy, the well has risen by $k_BT\ln B=0.352$ eV, against 0.432 eV at its bottom.

The agreement of the integrals follows from the algebra of the first half. Trajectories examine the clock independently. They obey the Langevin equation on the biased surface,

$$
m\ddot{\mathbf r}=-\nabla(V+\Delta V)-m\gamma\dot{\mathbf r}+\boldsymbol\eta(t),
$$

with friction $\gamma=2$ ps$^{-1}$ and a random force $\boldsymbol\eta$ whose strength keeps the temperature at 400 K. A set of 1500 walkers, started from the biased canonical distribution, ran for 300 ps each. The total was 450 ns of trajectory time and 12.4 ms of hypertime. The time-averaged boost was $27506\pm44$, against 27538 from integration. The ratio $R$ was 5.10 along the trajectories and 5.11 from equation (8), so about 41,000 independent samples fix the boost to one percent.

These figures also yield the correlation time of the weight. The relative error of the boost is $44/27506=1.6\times10^{-3}$. Setting its square equal to $2\tau_w(R-1)/t$, with $t=450$ ns and $R-1=4.1$, gives $\tau_w\approx0.14$ ps. Over one mean residence of 290 ps, the same formula gives a relative scatter of $\sqrt{2\times0.14\times4.1/290}\approx0.06$. For a stay of that length, the hypertime is thus typically within several percent of $Bt$. In shorter stays the relative scatter is larger.

The condition of fast relaxation can be judged separately. At the bottom of the biased well the curvature is reduced by the factor $(0.15/0.70)^2$, which leaves angular frequencies of 2.6 ps$^{-1}$ along $x$ and 2.0 ps$^{-1}$ along $y$. Both exceed $\gamma/2=1$ ps$^{-1}$, so the adatom performs a damped oscillation whose amplitude decays as $e^{-\gamma t/2}$, in a time $2/\gamma=1$ ps. The well is not harmonic up to its rim, so this is an estimate, but it is nearly 300 times shorter than the residence time. The program prints a diffusive estimate for a flat cell, $b^2/(\pi^2D)=0.91$ ps with $D=k_BT/(m\gamma)$. It has the same size, although the friction is too weak for the motion across the cell to be truly diffusive.

The walkers crossed $x$ edges 1381 times and $y$ edges 252 times. Divided by the hypertime, these counts can be set beside the TST rates of the unbiased surface, on which no trajectory was run:

| Exit | Crossings per µs of hypertime | Unbiased TST, per µs |
|---|---|---|
| $x$ | $0.112\pm0.003$ | 0.107 |
| $y$ | $0.0204\pm0.0013$ | 0.0185 |

Each count lies about 1.5 standard errors above the prediction. Taken together they exceed it by 5 percent, or about 1.9 standard errors if the two errors are treated as independent. The data do not establish a systematic excess, nor do they exclude one of a few percent. The counted branching ratio of $y$ to $x$ is $0.182\pm0.013$, and the predicted one is 0.174.

Waiting times were examined through the first exit of each walker from its initial cell. There were 602 first exits in the first half of the run and 349 in the second. The number falls because fewer walkers remain. Divided by the hypertime that the remaining walkers accumulated, the rates are $0.124\pm0.005$ and $0.119\pm0.006$ per microsecond. They agree within their errors, as an exponential law requires. Over the whole run, the first-exit rate is $0.98\pm0.03$ of the TST rate. This closeness to one should not be read as an absence of correlated crossings: all crossings in the same run lie 5 percent above the TST prediction, and the first-exit rate is only 0.93 of the counted crossing rate. Two kinds of event add crossings without adding first exits, namely prompt returns and runs on through the next cell, and the counts given here do not separate them.

The cost of breaking the condition on the bias appears when the cap is raised to 0.70 eV, with all else held fixed. The apparent boost rises to $1.2\times10^6$, which looks like an improvement by a factor of 45. But the bias at the $x$ saddle is now $0.10^2/0.25=0.040$ eV, and at the $y$ saddle $0.05^2/0.20=0.0125$ eV. The inferred rates are 0.435 and 0.807 of the true ones, so the branching ratio is wrong by a factor $0.8066/0.4350=1.85$. At the saddles themselves, $e^{-\beta\Delta V}$ is 0.31 and 0.70. The surface averages lie closer to one because $V$ rises along the edge away from the saddle, and the bias decreases. These are ratios of TST fluxes. The separation of relaxation from escape also shrinks, since the barrier left at the $x$ saddle is $0.640-0.576=0.064$ eV, or $1.8\,k_BT$. Multiplying the true rates by the apparent boost and by these factors gives a mean residence time of about 13 ps in place of 290 ps, while relaxation still takes about 1 ps.

For the original bias, the boost depends strongly on temperature: $1.6\times10^6$ at 300 K and $2.5\times10^3$ at 500 K. Differentiating $\ln B=\ln Z_A-\ln Z_b$ gives

$$
\frac{d\ln B}{d\beta}=\langle V+\Delta V\rangle_b-\langle V\rangle_A ,
$$

the rise in mean potential energy caused by the bias. Between the two temperatures, $\ln B$ changes by 6.45 while $\beta$ changes by 15.5 eV$^{-1}$, so this rise averages 0.42 eV. In this example, with the bias held fixed, the gain is largest at the lowest temperature, where ordinary dynamics is slowest.

Three sources of error in the classical TST rates can be sized. The first is friction at the saddle. Along the crossing direction, with $\omega=2\pi\nu_x$ and the random force per unit mass written $\xi$,

$$
\dot v=\omega^2x-\gamma v+\xi ,
$$

where $x$ is now measured from the saddle, whose curvature for this potential is minus that of the well. Let $\lambda$ be the positive root of $\lambda(\lambda+\gamma)=\omega^2$, and put $s=v+(\lambda+\gamma)x$. Then

$$
\dot s=\lambda v+\omega^2x+\xi=\lambda s+\xi .
$$

The sign that $s$ finally takes decides the side on which the adatom ends. For a start at $x=0$ with velocity $v$, the product $s\,e^{-\lambda t}$ tends to $v$ plus a Gaussian variable. The noise has strength $2\gamma k_BT/m$, so the variance of this variable is

$$
\frac{2\gamma k_BT}{m}\int_0^\infty e^{-2\lambda t}dt=\frac{\gamma k_BT}{m\lambda}\equiv\sigma^2 .
$$

The probability of ending outside is $\Phi(v/\sigma)$, with $\Phi$ the normal distribution function. Weighting crossings by their signed velocity counts each successful passage once, since every return cancels an outward crossing. The fraction of the TST flux that succeeds is thus

$$
\kappa=\frac{\langle v\,\Phi(v/\sigma)\rangle}{\sqrt{k_BT/(2\pi m)}} .
$$

For a Gaussian $v$ of variance $k_BT/m$, integration by parts gives

$$
\langle v\,\Phi(v/\sigma)\rangle=\frac{k_BT}{m}\,\frac{1}{\sqrt{2\pi(k_BT/m+\sigma^2)}} .
$$

Hence

$$
\kappa=\frac{1}{\sqrt{1+\gamma/\lambda}}=\frac{\lambda}{\omega}
=\sqrt{1+\frac{\gamma^2}{4\omega^2}}-\frac{\gamma}{2\omega}=0.92 ,
$$

which is the Kramers factor. Within this parabolic model, TST overestimates the rate through the $x$ edges by 8 percent. For the softer $y$ saddle, with $\omega=9.1$ ps$^{-1}$, the same formula gives 0.90. The model sees only the neighbourhood of one saddle. It leaves out an adatom that runs on through the next cell before it is trapped, which lowers the escape rate further, and which is more likely on the biased surface, whose shallower well removes less energy in one passage. To that extent $\kappa_b$ differs from $\kappa$, and the share of long jumps is not preserved by the bias. The first-exit ratio above does not measure this factor, because a walker that leaves and promptly returns still counts as a first exit.

The second effect is quantum motion. In the harmonic well, the classical partition function $1/\theta$, with $\theta=\hbar\omega/(k_BT)$, is replaced by $1/[2\sinh(\theta/2)]$. This raises the rate by $\sinh(\theta/2)/(\theta/2)$. A parabolic barrier transmits a particle of energy $\varepsilon$ above its top with the standard probability $1/(1+e^{-2\pi\varepsilon/\hbar\omega})$. Its thermal average relative to the classical step is

$$
\int_{-\infty}^{\infty}\frac{\beta e^{-\beta\varepsilon}\,d\varepsilon}{1+e^{-2\pi\varepsilon/\hbar\omega}}=\frac{\theta/2}{\sin(\theta/2)} ,
$$

by $\int_{-\infty}^{\infty}e^{-py}/(1+e^{-y})\,dy=\pi/\sin\pi p$ with $p=\theta/2\pi$. The motion along $y$ is the same at the well and at the saddle, and cancels. The product, $\sinh(\theta/2)/\sin(\theta/2)$, is 1.005 for $\theta=0.236$. Quantum effects are negligible here.

The third effect is the largest. An error of 0.05 eV in a barrier changes the rate by $e^{0.05/0.03447}=4.3$.

Barriers of some tenths of an electronvolt and spacings of a few tenths of a nanometre are in the rough range of metal adatoms on channelled metal faces. The values above are round parameters and not computed properties of rhodium. In particular, the two barriers were chosen close together so that both exits are seen, whereas on a real channelled face a direct hop over the wall usually costs much more than a hop along the channel. A real surface relaxes around the adatom, and on some channelled faces the adatom can move sideways by replacing an atom of the channel wall. Such an exchange is another exit, absent from this model. If its saddle lay below the cap, equation (10) would apply to it. The rigid surface is therefore the assumption most open to doubt, and an error of 0.05 eV from this source would already move the rate by the factor 4.3.

Mobile surface atoms also limit the boost. For $f$ harmonic degrees of freedom, the mean potential energy is $fk_BT/2$. It reaches the cap of 0.55 eV at $f=2V_c/(k_BT)\approx32$, or about eleven atoms moving in three dimensions. A bias that depends on the total potential energy is then zero for about half of the unbiased ensemble, and equation (6) limits the boost to about two. A bias built from local quantities postpones this limit, but as long as one clock serves the whole system and condition (2) is kept, it must still vanish when any one site reaches its dividing surface. If each of $M$ independent sites is in its bias-free region with small probability $p_0$, then $P_0\approx Mp_0$ as long as this is small, and the boost cannot exceed about $1/(Mp_0)$. The numerical output gives the remaining digits and the statistical errors.

## Calculated quantities

```
adatom mass: 102.9 u; temperature: 400 K; kT: 0.03447 eV
barriers x, y: 0.60, 0.65 eV
periods a, b: 0.27, 0.38 nm
bias cap: 0.55 eV; bias alpha: 0.15 eV
largest bias (well bottom): 0.4321 eV
largest bias on the cell edges: 0.0 eV
lowest barrier left on biased surface: 0.1679 eV
minima per cell on biased surface: 1
unbiased TST rate, x exits (both): 0.10664 1/us
unbiased TST rate, y exits (both): 0.01851 1/us
unbiased mean residence time: 7.990 us
biased TST rate, x exits (both): 2.9368 1/ns
biased TST rate, y exits (both): 0.5098 1/ns
biased mean residence time: 290.1 ps
rate ratio biased/unbiased, x: 27538.4
rate ratio biased/unbiased, y: 27538.4
boost, biased average by quadrature: 27538.4
relative shift of boost, grid 400 to 800: 1.8e-09
ceiling exp(beta*largest bias): 278458
boost at 300 K: 1.586e+06
boost at 500 K: 2496
friction: 2.0 1/ps; time step: 10 fs
walkers: 1500; steps each: 30000
total MD time: 450.0 ns
total hypertime: 12.378 ms
boost from trajectories: 27505.6 +- 43.5
crossings counted x, y: 1381, 252
crossings per hypertime, x: 0.11157 +- 0.00329 1/us
crossings per hypertime, y: 0.02036 +- 0.00132 1/us
branching y/x, unbiased TST: 0.1736
branching y/x, counted: 0.1825 +- 0.0130
second moment of weight / boost^2, formula: 5.105
second moment of weight / boost^2, trajectories: 5.103
samples for 1 percent error of boost: 41054
first exits, first and second half: 602, 349
first-exit rate in hypertime, first half: 0.1241 +- 0.0051 1/us
first-exit rate in hypertime, second half: 0.1189 +- 0.0064 1/us
first-exit rate / TST rate: 0.976 +- 0.032
diffusive relaxation time estimate: 0.91 ps
cap too high: 0.70 eV; apparent boost: 1228851
inferred/true rate with high cap, x: 0.4350
inferred/true rate with high cap, y: 0.8066
harmonic frequency along x: 1.964 THz
neglected: quantum factor on x rate: 1.00464
neglected: Kramers recrossing factor: 0.922
neglected: rate factor for 0.05 eV barrier error: 4.27
```
